# Why Selectivity Alone Does Not Determine Underlayer Loss in Plasma Etching

**Question**

I am budgeting oxide loss for a polysilicon etch that stops on a thin oxide. The film is nominally 150 nm thick and etches at 150 nm/min. The selectivity, meaning film rate divided by oxide rate, is 20. I plan a 20% overetch after the last film has cleared. My reasoning is that the overetch would have removed another 30 nm of film, so it removes $30/20=1.5$ nm of oxide. Half of my 3 nm oxide should survive.

A colleague objects that both thickness and etch rate vary by ±5% across the wafer: the film is thinnest and etches fastest at the centre, and the reverse holds at the edge. I don't see why this matters much. The selectivity is the same everywhere, so shouldn't it fix the oxide loss, give or take 5%? If I am worried, can't I just choose a more selective recipe?

**Answer**

Selectivity tells you how fast the oxide etches compared with the film. It does not tell you how long the oxide is exposed. Your estimate gives every point the same exposure, the planned overetch. A point that clears early is also exposed while the rest of the wafer is still clearing.

**Loss at one point**

Let $h(x)$ be the film thickness at position $x$ and $R(x)$ the film etch rate there. Take the rates as constant in time for now, and let the oxide etch at $R(x)/S$ with the same selectivity $S$ everywhere. The film clears when the removed depth $Rt$ equals $h$:

$$t_c(x)=\frac{h(x)}{R(x)} .$$

Call the earliest and latest clearing times $t_{\rm first}$ and $t_{\rm last}$. You defined the overetch fraction $f$ relative to the last clearing, so the plasma is switched off at

$$T=(1+f)\,t_{\rm last}.$$

The oxide at $x$ is exposed from $t_c$ to $T$. Substituting for $T$ gives

$$T-t_c=f\,t_{\rm last}+(t_{\rm last}-t_c).$$

The first term is the overetch you intended. The second is the time this point spends waiting for the slowest point. Multiplying the exposure by the oxide rate gives the loss:

$$L(x)=\frac{R}{S}\left(T-\frac{h}{R}\right)=\frac{RT-h}{S}.$$

This holds while some oxide remains. If the oxide rate has its own map $u(x)$, the corresponding expression is $L=u(T-t_c)$.

For a perfectly uniform wafer, $h=h_0$, $R=R_0$ and $T=(1+f)h_0/R_0$. Then

$$L=\frac{(1+f)h_0-h_0}{S}=\frac{f h_0}{S},$$

which is your 1.5 nm. Your formula is the limit of uniform thickness and uniform etch rate.

**Your wafer**

At the centre the film is 142.5 nm thick and etches at 157.5 nm/min. At the edge the two numbers are interchanged. The clearing times are

$$t_{\rm centre}=60\times\frac{142.5}{157.5}=54.29\ \text{s},\qquad
t_{\rm edge}=60\times\frac{157.5}{142.5}=66.32\ \text{s}.$$

The total time is $T=1.2\times66.32=79.58$ s. The edge oxide is therefore exposed for $79.58-66.32=13.26$ s, and the centre oxide for $79.58-54.29=25.29$ s, which is 1.91 times as long.

The centre oxide etches at $157.5/20=7.875$ nm/min. Its loss separates into

$$L_{\rm wait}=7.875\times\frac{66.32-54.29}{60}=1.58\ \text{nm},$$

$$L_{\rm overetch}=7.875\times\frac{13.26}{60}=1.74\ \text{nm}.$$

The sum is 3.32 nm, against 1.58 nm at the edge. The 3 nm oxide does not survive at the centre. The 3.32 nm is the loss an unlimited oxide would have had; what happens after breakthrough is treated below.

As a test, I also removed the layers in time steps of 0.01 s, always etching whichever material was exposed, without using the formula for $L$. The centre loss came out as 3.321 nm, against 3.320 nm from the formula.

**Why ±5% does not mean ±5% in the loss**

The loss is the difference between two larger quantities, $RT$ and $h$, divided by $S$. For a uniform wafer these are 180 nm and 150 nm. A 5% change in either is 9 nm or 7.5 nm, which is a quarter or more of the 30 nm difference.

To see the worst case, let $h$ lie within $h_0(1\pm\delta)$ and $R$ within $R_0(1\pm\rho)$. The latest possible clearing combines the thickest film with the slowest rate, so

$$T\le(1+f)\frac{h_0(1+\delta)}{R_0(1-\rho)} .$$

The loss $(RT-h)/S$ increases with $R$ and $T$ and decreases with $h$. Inserting the largest $R$, the largest $T$ and the smallest $h$ gives the bound

$$L_{\max}=\frac{h_0}{S}\left[\frac{(1+f)(1+\delta)(1+\rho)}{1-\rho}-(1-\delta)\right].$$

Your maps reach this bound, because the centre has the thinnest film and fastest rate while the edge has the thickest film and slowest rate. Other maps within the same limits can lose less.

For small $f$, $\delta$ and $\rho$, use $1/(1-\rho)\approx1+\rho$ and drop products of small quantities. The first term in the bracket becomes $1+f+\delta+2\rho$. Subtracting $1-\delta$ leaves

$$L_{\max}\approx\frac{h_0}{S}\,(f+2\delta+2\rho).$$

Each nonuniformity counts twice: once because it delays the slow point, and once because it advances the fast one. Here the bracket is $0.20+0.10+0.10=0.40$, twice your 0.20. The estimate is $7.5\times0.40=3.00$ nm, about 10% below the full 3.32 nm because the products were dropped.

**When the exposure becomes much longer**

Divide the exposure of the first-cleared point by that of the last-cleared point:

$$\frac{T-t_{\rm first}}{T-t_{\rm last}}
=\frac{f t_{\rm last}+t_{\rm last}-t_{\rm first}}{f t_{\rm last}}
=1+\frac{t_{\rm last}-t_{\rm first}}{f\,t_{\rm last}} .$$

What matters is the clearing spread compared with the planned overetch. In your case these are 12.03 s and 13.26 s, so the ratio is nearly 2.

Now keep the maps and $S$ fixed and cut the overetch to 5%. The ratio rises to 4.6. The centre loss falls by 39%, to 2.01 nm, while your estimate falls by 75%, to $0.05\times150/20=0.375$ nm. Shortening the overetch does save oxide; it also makes the simple estimate relatively worse.

The two limits are instructive:

- As $f\to0$, the simple estimate goes to zero, but the centre still loses the 1.58 nm etched while it waits for the edge.
- For $f$ much larger than the relative clearing spread, the exposure ratio tends to 1. The ratio of the largest loss to $fh_0/S$ then tends to $(1+\delta)(1+\rho)/(1-\rho)=1.05\times1.05/0.95\approx1.16$. The approach is slow: dividing $L_{\max}$ by $fh_0/S$ gives $1.16+0.21/f$, which is still 1.58 at $f=0.5$ and 1.37 at $f=1$. The correction becomes modest only for an overetch several times longer than the clearing time itself.

**It is the clearing-time map that matters**

Suppose the film has the same ±5% thickness map, but the etch rate is also 5% low at the centre and 5% high at the edge. Then $R$ is proportional to $h$, and $t_c=h/R=h_0/R_0$ everywhere. The waiting term vanishes, leaving

$$L=\frac{R}{S}\,f\,\frac{h_0}{R_0}=\frac{f h}{S}.$$

The centre loss is $0.2\times142.5/20=1.425$ nm, and the largest loss is now at the edge, $0.2\times157.5/20=1.575$ nm. The sizes of the two nonuniformities are unchanged from your case, as are $f$ and $S$. Only their alignment differs, and the centre loss drops from 3.32 to 1.425 nm. Separate uniformity figures for thickness and rate are therefore not enough to predict the loss; you need to know how the maps line up.

**What the average hides**

To average over the wafer, I need the maps between centre and edge. Take a wafer of radius $a$ and define $s=2(r/a)^2-1$, which runs from $-1$ at the centre to $+1$ at the edge. The area fraction in a ring is $2r\,dr/a^2=ds/2$, so equal intervals of $s$ have equal area. Assume

$$h=h_0(1+\delta s),\qquad R=R_0(1-\rho s).$$

Substituting these into $L=(RT-h)/S$ and collecting the terms in $s$ gives

$$L(s)=\bar L-bs,\qquad
\bar L=\frac{R_0T-h_0}{S},\qquad
b=\frac{\rho R_0T+\delta h_0}{S}.$$

The area average of $s$ is zero, so $\bar L$ is the mean loss for an unlimited oxide. In your example $R_0T=150\times79.58/60=198.95$ nm, and

$$\bar L=\frac{198.95-150}{20}=2.45\ \text{nm}.$$

There is also a matter of convention here. Your stop time is 20% beyond the last clearing, but $79.58/60-1=32.6\%$ beyond the nominal 60 s clearing time. If you put 32.6% into the simple formula, you get $0.326\times150/20=2.45$ nm, which is the mean. Changing the definition of overetch repairs the average for these maps, but not the 3.32 nm at the centre.

**After the oxide is gone**

Let the oxide thickness be $d$, and let the silicon beneath etch at the local film rate $R$. The oxide lasts for a time $d/(R/S)=Sd/R$ after clearing. Where it runs out before $T$, the silicon recess is

$$R\left(T-t_c-\frac{Sd}{R}\right)=(RT-h)-Sd=S(L-d),$$

where $L$ is still the unlimited-oxide loss. At the centre this is $20\times(3.32-3.00)\approx6.4$ nm. A shortfall of 0.32 nm of oxide becomes a recess twenty times larger, because the protection of the slow-etching layer has ended.

The breached region satisfies $L(s)>d$, or $s<(\bar L-d)/b$. Since $s$ is uniformly distributed by area from $-1$ to 1, the breached fraction is

$$A=\frac12\left(1+\frac{\bar L-d}{b}\right)$$

when this lies between 0 and 1. At the centre $L=\bar L+b$, so $b=3.320-2.447=0.873$ nm, and $A=\tfrac12(1-0.553/0.873)\approx18\%$. The mean loss is below 3 nm, yet nearly a fifth of the wafer is breached in this model.

**Can a more selective recipe fix it?**

With the maps and $f$ held fixed, yes, it helps in proportion: $L\propto1/S$. Doubling $S$ to 40 halves the centre loss to 1.66 nm. The exposure times do not change, so the centre-to-edge loss ratio does not change either. In the limit of infinite selectivity the loss vanishes despite the unequal exposure.

To have the centre oxide just run out at time $T$, set $L_{\max}=d$. Because $L\propto1/S$, the required value is

$$S_{\rm req}=20\times\frac{3.320}{3.000}=22.1 .$$

Your estimate would have asked for only $0.2\times150/3=10$. The value 22.1 is a threshold with no oxide left at the centre, so it contains no safety margin.

A new recipe may also change the rate map. Suppose it has $S=30$ but a rate half-range of 15%, with the same film map, nominal rate, alignment and 20% overetch after its own last clearing. Then

$$L_{\max}=\frac{150}{30}\left[\frac{1.2\times1.05\times1.15}{0.85}-0.95\right]=3.77\ \text{nm}.$$

For an unlimited oxide, this more selective recipe removes more at the centre than the original one. A comparison of recipes needs both the selectivity and the clearing map.

**What the constant-rate model leaves out**

*Loading.* As film clears, less etchant is consumed and the rates may rise. Let film and oxide rates share a factor $g(t)$, equal to 1 at full film coverage and never decreasing. Define an effective time $\Theta=\int_0^t g\,dt'$. The film clears at $\Theta=h/R$, and the loss at any later effective time is $(R\Theta-h)/S$. The loss accumulated by the moment of last clearing is therefore unchanged.

The timed overetch is different. Let $t'_{\rm last}$ be the actual last-clearing time and $g_{\rm end}$ the final value of $g$. Then $\Theta_{\rm last}=\int_0^{t'_{\rm last}}g\,dt\le g_{\rm end}t'_{\rm last}$. The overetch adds $f t'_{\rm last}g_{\rm end}$ to the effective time, which is at least $f\Theta_{\rm last}$. Loading of this kind cannot reduce the final loss. For $g=1.1/(1+0.1A_f)$, where $A_f$ is the fraction of film area not yet cleared, the rates rise by 10% in all and the centre loss becomes 3.48 nm. The direction of this correction depends on the oxide rate sharing $g$. If only the film rate rose and the oxide rate stayed fixed, the last clearing would come earlier, at 65.75 s, and the centre loss would fall to $7.875\times(1.2\times65.75-54.29)/60=3.23$ nm.

*Narrow spaces.* Suppose neutral reactants limit the rate. Let $K$ be the probability that a molecule entering a trench reaches its bottom, and $p$ its reaction probability on each arrival there. If the incoming flux is $F$ and the total flux striking the bottom is $B$, then

$$B=KF+(1-K)(1-p)B .$$

The last term counts molecules that leave the bottom unreacted and return to it. It assumes that they escape with the same probability $K$. Moving it to the left gives $B[1-(1-K)(1-p)]=KF$, and therefore

$$\frac BF=\frac{K}{K+p-Kp}.$$

This is the trench rate relative to an open area. For a 100 nm space under a 50 nm mask, the final depth-to-width ratio is $(50+150)/100=2$. For a long trench with diffuse, nonreactive walls, the computed $K$ is 0.542. With $p=0.1$ the relative rate is 0.922; following individual particles through the same trench gave 0.920.

Averaging $F/B$ over the nominal 150 nm etched depth gives a clearing time 1.056 times that of an open area. If such trenches at the edge set the stop time, the loss in an open area at the centre rises to about 3.9 nm. Any ion-driven etching that is not slowed in the trench would reduce this correction.

*Local selectivity.* If $S$ is 10% lower at the centre, the loss there becomes $3.32/0.9=3.69$ nm.

*Ion penetration.* Ions can affect silicon before the oxide is completely gone. Taking a rough depth of 1 nm, the condition is $L>2$ nm, and the area formula gives 76% of the wafer. The figure is sensitive to the assumed depth: it is 47% for 0.5 nm, and the whole wafer for any depth above $3-1.575=1.425$ nm. This does not mean that 76% is etched through. It means that "some oxide remains" is a weak criterion for undamaged silicon here.

These corrections were applied one at a time, and their strengths are assumed. Charging, microtrenching and chemical changes at the interface are not estimated.

**How this compares with a real gate etch**

Your thicknesses and rate are in the rough range of polysilicon gate etching in halogen plasmas. Half-ranges of 5% in both maps, aligned in the worst way, are pessimistic for a well-tuned tool. A selectivity of 20 is low for a dedicated overetch step, where values around 100 or more are possible. The assumption most clearly broken in practice is that of a single recipe: it is usual to change to a more selective step near the end.

The moment of that change matters. If you switch at the *last* clearing, the centre has already lost 1.58 nm at $S=20$, and even an infinitely selective second step cannot restore it. The centre loss then lies between 1.58 nm and 3.32 nm for a second step at least as selective as the first, with the same film-rate map and overetch time. If you switch before the *first* clearing, all the oxide exposure takes place at the higher selectivity. You must then recompute the clearing times from the film left by the first step and the second step's own rate map, since that step now finishes the film.

For your single-recipe budget, I would therefore map $h/R$, find the last clearing time and hence $T$, and evaluate $(RT-h)/S$ across the whole wafer. With two steps, multiply the oxide exposure in each step by that step's local oxide rate, and add the two losses. Early-clearing points are the first suspects, but the largest loss can lie elsewhere if the etch rate is higher there. The numerical output below lists the values for this example.

## Table of computed values

```
Nominal film thickness: 150.0 nm
Nominal film rate: 150.0 nm/min
Selectivity: 20.0
Oxide thickness: 3.0 nm
Thickness half-range: 5.0 %
Rate half-range: 5.0 %
Overetch after last clearing: 20.0 %
Centre film thickness: 142.5 nm
Edge film thickness: 157.5 nm
Centre film rate: 157.5 nm/min
Edge film rate: 142.5 nm/min
Centre clearing time: 54.29 s
Edge clearing time: 66.32 s
Total etch time: 79.58 s
Centre oxide exposure: 25.29 s
Edge oxide exposure: 13.26 s
Exposure ratio centre/edge: 1.907
Simple loss estimate: 1.500 nm
Centre loss, unlimited oxide: 3.320 nm
Centre loss, simulated: 3.321 nm
Centre loss before last clearing: 1.579 nm
Centre loss in intended overetch: 1.741 nm
Edge loss: 1.575 nm
Area-mean loss, unlimited oxide: 2.447 nm
Overetch relative to nominal clear: 32.63 %
First-order centre loss: 3.000 nm
Matched-map centre loss: 1.425 nm
Small overetch: 5.0 %
Exposure ratio at small overetch: 4.628
Centre loss at small overetch: 2.014 nm
Centre loss at doubled selectivity: 1.660 nm
Recipe B selectivity: 30.0
Recipe B rate half-range: 15.0 %
Recipe B centre loss, unlimited: 3.774 nm
Breached wafer area: 18.33 %
Centre silicon recess: 6.39 nm
Selectivity needed, simple estimate: 10.00
Selectivity needed, actual maps: 22.13
Loading rate rise: 10.0 %
Centre loss with loading: 3.477 nm
Trench space: 100.0 nm
Mask height: 50.0 nm
Bottom reaction probability: 0.10
Final trench aspect ratio: 2.00
Final trench transmission: 0.542
Final trench/open rate, formula: 0.922
Final trench/open rate, particles: 0.920
Trench/open clearing-time ratio: 1.056
Open-centre loss with trench lag: 3.901 nm
Local selectivity reduction: 10.0 %
Centre loss at reduced selectivity: 3.689 nm
Assumed ion penetration: 1.0 nm
Area with oxide below ion depth: 75.64 %
```
